\section*{The Fano Profile of a Predissociating Level and Its Discretized-Continuum Matrix}

\section{A level coupled to an evenly spaced ladder}

Let a bound level $\phi$ of energy $E_\phi$ be coupled to a ladder of states $k$ with energies $k\delta$, where $k$ runs over all integers. The ladder imitates a continuum whose states are spread evenly in energy. Every coupling equals $\sqrt{\delta}\,V$. A transition operator $\hat T$, acting on an initial state $i$, reaches the level with amplitude $T_\phi$ and each ladder state with amplitude $\sqrt{\delta}\,T$. All these numbers are real and $V,T\neq0$. The factors $\sqrt\delta$ keep the squared coupling and the strength per unit energy, $V^2$ and $T^2$, independent of the spacing.

An eigenvector with component $a$ on $\phi$ and $b_k$ on the ladder obeys
\begin{equation}
(E-E_\phi)a=\sqrt\delta\,V\sum_k b_k,\qquad (E-k\delta)b_k=\sqrt\delta\,V a .
\end{equation}
If $E$ coincided with a ladder energy, the second equation would give $a=0$, then $b_j=0$ for all other ladder states, and the first would remove the last component. Hence $E\ne k\delta$ and $b_k=\sqrt\delta\,Va/(E-k\delta)$. Put $\theta=\pi E/\delta$. The partial-fraction series of the cotangent, summed symmetrically, and its derivative are
\begin{equation}
\delta\sum_k\frac1{E-k\delta}=\pi\cot\theta,\qquad
\delta\sum_k\frac1{(E-k\delta)^2}=\frac{\pi^2}{\delta\sin^2\theta}.
\label{cot}
\end{equation}
Inserting $b_k$ in the first eigenvalue equation gives $E-E_\phi=\pi V^2\cot\theta$, that is,
\begin{equation}
\cot\theta=\epsilon,\qquad \epsilon=\frac{E-E_\phi}{\pi V^2}.
\end{equation}
Since $1/\sin^2\theta=1+\cot^2\theta$, normalization and the transition amplitude become
\begin{align}
1&=a^2+\sum_k b_k^2=a^2\left[1+\frac{\pi^2V^2(1+\epsilon^2)}{\delta}\right],\\
M&=aT_\phi+\sqrt\delta\,T\sum_k b_k=a(T_\phi+\pi VT\epsilon)
=a\pi VT(q+\epsilon),
\end{align}
with $q=T_\phi/(\pi VT)$.

A discrete strength $M^2$ becomes a strength per unit energy when it is multiplied by the number of eigenvalues per unit energy. Take $\operatorname{arccot}$ between $0$ and $\pi$. The eigenvalues are the energies at which
\begin{equation}
n(E)=\frac{E}{\delta}-\frac1\pi\operatorname{arccot}\epsilon(E)
\end{equation}
is an integer. The derivative of $\operatorname{arccot}\epsilon$ is $-1/(1+\epsilon^2)$ and $d\epsilon/dE=1/(\pi V^2)$, so
\begin{equation}
\frac{dn}{dE}=\frac1\delta+\frac1{\pi^2V^2(1+\epsilon^2)}
=\frac{1}{\pi^2V^2(1+\epsilon^2)}
\left[1+\frac{\pi^2V^2(1+\epsilon^2)}{\delta}\right].
\end{equation}
The bracket is $1/a^2$. It cancels in the product:
\begin{equation}
M^2\frac{dn}{dE}=T^2\,\frac{(q+\epsilon)^2}{1+\epsilon^2}.
\end{equation}
The uncoupled ladder has strength $T^2$ per unit energy. The coupling multiplies it by the Fano profile, and in this ladder the spacing has dropped out.

\section{The theorem for a dissociation continuum}

In a diatomic molecule, $\phi$ is a vibrational level of a bound electronic state. The continuum functions $\psi_E$ describe nuclei separating on another electronic curve. Both curves are diabatic: the coupling between them is an off-diagonal element of the Hamiltonian $H$. Rotation is left out. The assumptions are as follows.

\begin{enumerate}
\item There is one level and one continuum, with $\langle\phi|\phi\rangle=1$, $\langle\phi|\psi_E\rangle=0$, $\langle\psi_E|\psi_{E'}\rangle=\delta(E-E')$, $\langle\phi|H|\phi\rangle=E_\phi$ and $\langle\psi_E|H|\psi_{E'}\rangle=E\,\delta(E-E')$.
\item The elements $V_E=\langle\psi_E|H|\phi\rangle$, $T_E=\langle\psi_E|\hat T|i\rangle$ and $T_\phi=\langle\phi|\hat T|i\rangle$ are real. $V_E$ and $T_E$ are smooth near the energy considered and fall off fast enough for the integrals below to converge.
\item At the energy considered, which lies inside the continuum, $V_E\neq0$ and $T_E\neq0$.
\end{enumerate}

Because of the energy normalization, $V_E^2$ is an energy. With $P$ for the principal value, define
\begin{align}
F(E)&=P\!\int\frac{V_{E'}^2}{E-E'}\,dE',\qquad
\epsilon=\frac{E-E_\phi-F(E)}{\pi V_E^2},\\
q&=\frac{1}{\pi V_ET_E}\left[T_\phi+P\!\int\frac{V_{E'}T_{E'}}{E-E'}\,dE'\right],
\qquad \Gamma=2\pi V_E^2 .
\label{qdef}
\end{align}

\paragraph{Theorem.} Let $\Psi_E$ be the energy-normalized eigenstate of $H$. Then
\begin{equation}
\frac{|\langle\Psi_E|\hat T|i\rangle|^2}{T_E^2}
=\frac{(q+\epsilon)^2}{1+\epsilon^2},
\label{fano}
\end{equation}
where $q$, $\Gamma$ and $F$ are taken at the energy $E$.

The denominator on the left is the continuum strength at the same energy without coupling. In an absorption cross section the photon-energy factor is common to both and cancels.

\paragraph{Lemma 1 (form of the eigenstate).} Write $\Psi_E=a\phi+\int b_{E'}\psi_{E'}dE'$. Then
\begin{equation}
b_{E'}=aV_{E'}\left[P\frac1{E-E'}+\pi\epsilon\,\delta(E-E')\right].
\label{b}
\end{equation}

\emph{Proof.} Projecting $H\Psi_E=E\Psi_E$ on $\phi$ and on $\psi_{E'}$ gives
\begin{equation}
(E-E_\phi)a=\int V_{E'}b_{E'}\,dE',\qquad (E-E')b_{E'}=V_{E'}a .
\end{equation}
Division by $E-E'$ leaves a multiple of $\delta(E-E')$ free, because $x\delta(x)=0$. If $a$ vanished, $b_{E'}$ would be such a multiple, and the first equation would force it to zero since $V_E\ne0$. So $a\neq0$, and the free term may be written $aV_{E'}z\,\delta(E-E')$. The first equation, divided by $a$, becomes $E-E_\phi=F+zV_E^2$. Hence $z=(E-E_\phi-F)/V_E^2=\pi\epsilon$. $\square$

The number $z$ fixes how the outgoing and incoming parts of the continuum wave combine. It plays the part of $\pi\cot\theta$ in the ladder.

\paragraph{Lemma 2 (product of two principal values).} For energies $E_1,E_2$ and a smooth function $G$ with $F_G(E)=P\int G(E')/(E-E')\,dE'$,
\begin{equation}
\int G(E')\,P\frac1{E_1-E'}\,P\frac1{E_2-E'}\,dE'
=\frac{F_G(E_1)-F_G(E_2)}{E_2-E_1}+\pi^2G(E_1)\delta(E_1-E_2).
\label{pp}
\end{equation}

\emph{Proof.} Let $x=E_1-E'$, $y=E_2-E'$ and $\eta>0$. Then
\begin{equation}
\frac1{x+i\eta}=p(x)-i\pi d(x),\quad
p(x)=\frac{x}{x^2+\eta^2},\quad d(x)=\frac{\eta/\pi}{x^2+\eta^2}.
\end{equation}
As $\eta\to0$, $p$ becomes the principal value and $d$ the delta function. Partial fractions give
\begin{equation}
\frac1{x+i\eta}\,\frac1{y+i\eta}
=\frac1{y-x}\left[\frac1{x+i\eta}-\frac1{y+i\eta}\right].
\end{equation}
The real part is $p(x)p(y)-\pi^2d(x)d(y)=[p(x)-p(y)]/(y-x)$. Move the delta-like product to the right, multiply by $G(E')$, integrate, and let $\eta\to0$. Here $y-x=E_2-E_1$, and $d(x)d(y)$ tends to $\delta(E_1-E')\delta(E_2-E')$, which yields the last term. The quotient stays finite at $E_1=E_2$ because $F_G$ is differentiable. $\square$

\paragraph{Lemma 3 (normalization).} The condition $\langle\Psi_{E_1}|\Psi_{E_2}\rangle=\delta(E_1-E_2)$ gives
\begin{equation}
a^2=\frac1{\pi^2V_E^2(1+\epsilon^2)}
=\frac{V_E^2}{(E-E_\phi-F)^2+\pi^2V_E^4}.
\label{a2}
\end{equation}

\emph{Proof.} Use subscripts 1 and 2 for quantities at $E_1$ and $E_2$, and $z=\pi\epsilon$. From (\ref{b}) and (\ref{pp}) with $G=V^2$,
\begin{align}
\frac{\langle\Psi_{E_1}|\Psi_{E_2}\rangle}{a_1a_2}
={}&1+\frac{F_1-F_2}{E_2-E_1}+\frac{z_1V_1^2-z_2V_2^2}{E_2-E_1}\nonumber\\
&+V_1^2(\pi^2+z_1^2)\,\delta(E_1-E_2).
\end{align}
The third term collects the two products of a delta function with a principal value. Since $zV^2=E-E_\phi-F$, its numerator is $E_1-E_2-F_1+F_2$. Added to $F_1-F_2$ this leaves $E_1-E_2$, so the two quotients sum to $-1$ and cancel the leading 1. What remains requires $a^2V_E^2(\pi^2+z^2)=1$, which is (\ref{a2}). $\square$

\paragraph{Proof of the theorem.} Insert (\ref{b}) in the transition amplitude:
\begin{align}
\langle\Psi_E|\hat T|i\rangle
&=a\left[T_\phi+P\!\int\frac{V_{E'}T_{E'}}{E-E'}dE'+\pi\epsilon V_ET_E\right]\nonumber\\
&=a\,\pi V_ET_E\,(q+\epsilon).
\end{align}
The second line uses the definition (\ref{qdef}) of $q$. Squaring, dividing by $T_E^2$ and inserting (\ref{a2}) gives (\ref{fano}). $\square$

\section{What the profile says}

\paragraph{Remark 1 (interference).} Apart from an overall sign, the amplitude relative to $T_E$ is $(\epsilon+q)/\sqrt{1+\epsilon^2}$. The term with $\epsilon$ comes from the continuum at energy $E$. The term with $q$ comes from the level, together with the continuum states mixed into it at other energies. The first changes sign at resonance and the second, for constant $q$, does not. They therefore reinforce each other on one side and oppose each other on the other side.

For constant $q$, let $R(\epsilon)$ be the right-hand side of (\ref{fano}). Its derivative is
\begin{equation}
R'(\epsilon)=\frac{2(q+\epsilon)(1+\epsilon^2)-2\epsilon(q+\epsilon)^2}{(1+\epsilon^2)^2}
=\frac{2(q+\epsilon)(1-q\epsilon)}{(1+\epsilon^2)^2}.
\end{equation}
The strength vanishes at $\epsilon=-q$. For $q\ne0$ it is greatest at $\epsilon=1/q$, where $R=1+q^2$. With $q>0$ the zero lies below the resonance. Reversing the sign of $\phi$ or of $\psi_E$ leaves $q$ unchanged, so its sign has physical meaning.

For $q=0$ the profile is $\epsilon^2/(1+\epsilon^2)$, a dip in the continuum. For large $|q|$ and fixed $\epsilon$, $R/q^2$ tends to $1/(1+\epsilon^2)$. This is a Lorentzian in $\epsilon$ with half its maximum at $\epsilon=\pm1$. If $V_E$ and $F$ are constant across the line, it is a Lorentzian in energy of full width $\Gamma$.

\paragraph{Remark 2 (fixed parameters).} The fixed-parameter profile takes $q$ and $\Gamma$ at the resonance energy $E_r$, defined by $E_r-E_\phi-F(E_r)=0$, and sets $\epsilon=2(E-E_r)/\Gamma$. To first order,
\begin{equation}
E-E_\phi-F(E)\approx[1-F'(E_r)](E-E_r).
\label{linear}
\end{equation}
The approximation needs $|F'|\ll1$ and little change of $V_E$ and $q$ over several $\Gamma$. If the spectrum itself is to have this shape, $T_E$ must vary little as well. These conditions can fail near a dissociation threshold or near a zero of $V_E$ or $T_E$. Levels whose spacing is comparable with $\Gamma$ need a treatment with several bound levels.

\paragraph{Remark 3 (predissociation rate).} With fixed $\Gamma$ and $F'$ neglected, (\ref{a2}) is a Lorentzian. If the molecule is in $\phi$ at time zero, the amplitude to find it there at $t>0$ is
\begin{equation}
\int\frac{(\Gamma/2\pi)\,e^{-iEt/\hbar}}{(E-E_r)^2+\Gamma^2/4}\,dE
=e^{-iE_rt/\hbar-\Gamma t/2\hbar},
\end{equation}
from the pole at $E_r-i\Gamma/2$. The probability decays as $e^{-\Gamma t/\hbar}$, and the lifetime is $\hbar/\Gamma$. Keeping $F'$ from (\ref{linear}), with $V_E$ constant across the line, replaces $\Gamma$ by $\Gamma/(1-F')$ and gives the Lorentzian the weight $1/(1-F')$. Beyond the shortest times the probability then carries a factor $(1-F')^{-2}$.

\section{The discretized-continuum matrix}

Replace the continuum by states at $E_k=E_1+(k-1)\delta$, with couplings $\sqrt\delta\,V_{E_k}$ and transition elements $\sqrt\delta\,T_{E_k}$. The matrix has $E_\phi$ and the $E_k$ on its diagonal and the couplings in one row and column.

\paragraph{Lemma 4 (sum with a pole).} Let $G$ be smooth on the scale $\delta$ and negligible outside the mesh. With $\theta=\pi(E-E_1)/\delta$,
\begin{equation}
\delta\sum_k\frac{G(E_k)}{E-E_k}\approx
P\!\int\frac{G(E')}{E-E'}dE'+\pi G(E)\cot\theta .
\label{sum}
\end{equation}

\emph{Proof.} Extend the mesh to infinity, which adds negligible terms. Let $L(E')=b^2/[(E-E')^2+b^2]$ with $b\gg\delta$, and split $G=[G-G(E)L]+G(E)L$. The bracket vanishes at $E'=E$, so its quotient by $E-E'$ is smooth and its sum approximates its integral. That integral is the principal value in (\ref{sum}), because $L/(E-E')$ is odd about $E$ and contributes nothing. For the second part put $x=E-E_k$ and use
\begin{equation}
\frac{b^2}{x(x^2+b^2)}=\frac1x-\frac{x}{x^2+b^2}
=\frac1x-\operatorname{Re}\frac1{x+ib}.
\end{equation}
By (\ref{cot}) the sum is $\pi\cot\theta-\pi\operatorname{Re}\cot(\theta+i\pi b/\delta)$. For $b\gg\delta$ the last cotangent tends to $-i$, whose real part is zero. $\square$

\paragraph{Proposition.} Up to the error of (\ref{sum}) and of its derivative, the matrix strengths multiplied by the level density $dn/dE$ equal $T_E^2(q+\epsilon)^2/(1+\epsilon^2)$.

\emph{Proof.} As in the ladder, the eigenvalues obey $E-E_\phi=\delta\sum_kV_{E_k}^2/(E-E_k)$. By (\ref{sum}) this reads $E-E_\phi=F+\pi V_E^2\cot\theta$, or $\cot\theta=\epsilon$. Applying (\ref{sum}) to $G=VT$ gives the amplitude
\begin{equation}
M=a\left[T_\phi+\delta\sum_k\frac{V_{E_k}T_{E_k}}{E-E_k}\right]=a\pi V_ET_E(q+\epsilon).
\end{equation}
The normalization sum is the derivative of the eigenvalue condition:
\begin{align}
\frac1{a^2}&=1+\delta\sum_k\frac{V_{E_k}^2}{(E-E_k)^2}
=\frac{d}{dE}\left[E-E_\phi-\delta\sum_k\frac{V_{E_k}^2}{E-E_k}\right]\nonumber\\
&=\frac{d}{dE}\left[\pi V_E^2(\epsilon-\cot\theta)\right]
=\pi V_E^2\left[\frac{d\epsilon}{dE}+\frac{\pi}{\delta}(1+\epsilon^2)\right].
\end{align}
The derivative of $V_E^2$ drops out because $\epsilon=\cot\theta$ at an eigenvalue. The index $n=(\theta-\operatorname{arccot}\epsilon)/\pi$ has
\begin{equation}
\frac{dn}{dE}=\frac1\delta+\frac{1}{\pi(1+\epsilon^2)}\frac{d\epsilon}{dE}
=\frac{1}{a^2\pi^2V_E^2(1+\epsilon^2)} .
\label{dn}
\end{equation}
Multiplication by $M^2$ gives the result. $\square$

As $\epsilon$ rises from large negative to large positive values, $\operatorname{arccot}\epsilon$ falls by $\pi$ and $n$ gains one: the bound level has been absorbed into the mesh. For slowly varying $V_E$ and $F$, $d\epsilon/dE\approx2/\Gamma$, and (\ref{dn}) gives
\begin{equation}
\delta\frac{dn}{dE}\approx1+\frac{2\delta}{\pi\Gamma(1+\epsilon^2)}.
\label{excess}
\end{equation}
Dividing strengths by the bare spacing $\delta$ omits this factor.

\section{A worked model}

Take a reduced mass $\mu$ of 10 u and a harmonic bound curve of wavenumber $\omega=200$ cm$^{-1}$, with $x=0$ at its minimum. The level is $v=0$ and its energy is the zero of energy, $E_\phi=0$. The repulsive curve is $U(x)=U_0-fx$, with $U_0=-150$ cm$^{-1}$ and $f=3000$ cm$^{-1}$/\AA. The electronic coupling is $W=50$ cm$^{-1}$. The initial vibrational state is a Gaussian of the same width centred at $d=-0.10$ \AA. The electronic transition moments are constant, 0.50 to the bound curve and 1.00 to the repulsive one, in relative units. A straight line has no dissociation threshold and no curvature, so it is only a local approximation to a real curve well above its limit. The exponential curve $U_0-fa(1-e^{-x/a})$, with the same value and slope at $x=0$ and $a=1.0$ to 0.3 \AA, raises the $q$ found below from 2.15 to between 2.25 and 2.45 and lowers $\Gamma$ from 21.5 to between 21.1 and 20.3 cm$^{-1}$. Other levels of the bound curve are omitted, so the small errors quoted below test the one-level theorem and not the description of a molecule. Including $v=1$ to 7, with the same electronic coupling and moments, changes $R$ by up to 0.12 at the energies tabulated below, about 2\% of the peak.

With $\beta=\hbar^2/2\mu=1.68576$ cm$^{-1}$\,\AA$^2$, the $v=0$ density has variance $\sigma^2=\beta/\omega$, so $\sigma=0.0918$ \AA. On the repulsive curve let $\ell^3=\beta/f$, so $\ell=0.0825$ \AA, and $y=-[x+(E-U_0)/f]/\ell$. Then $U-E=f\ell y$, and $-\beta\psi''+(U-E)\psi=0$ becomes $d^2\psi/dy^2=y\psi$, solved by the Airy function
\begin{equation}
\mathrm{Ai}(y)=\frac1{2\pi}\int e^{i(k^3/3+ky)}dk .
\end{equation}
This integral gives $\int\mathrm{Ai}(y-u)\mathrm{Ai}(y-u')dy=\delta(u-u')$, since the cubic phases at $k$ and $-k$ cancel. Energy shifts $y$ by $E/(f\ell)$ and $dx=\ell\,|dy|$, so the energy-normalized function is $\psi_E=\mathrm{Ai}(y)/(\ell\sqrt f)$.

For its overlap $O(E,c)$ with a normalized Gaussian $(2\pi\sigma^2)^{-1/4}e^{-(x-c)^2/4\sigma^2}$, put $u=(E-U_0+fc)/(f\ell)$ and $\alpha=\sigma^2/\ell^2$. The $x$ integral of each Fourier component is $\sqrt{4\pi\sigma^2}\,e^{-\alpha k^2}$. Substituting $k=p-i\alpha$ removes the quadratic term:
\begin{equation}
i\frac{k^3}{3}-iku-\alpha k^2
=i\frac{p^3}{3}+ip(\alpha^2-u)+\frac{2\alpha^3}{3}-\alpha u .
\end{equation}
Moving the path to real $p$ gives
\begin{equation}
O(E,c)=\sqrt{\frac{4\pi\alpha}{f}}\,(2\pi\sigma^2)^{-1/4}
e^{2\alpha^3/3-\alpha u}\,\mathrm{Ai}(\alpha^2-u).
\end{equation}
Thus $V_E=W\,O(E,0)$ and $T_E=1.00\,O(E,d)$. Two equal Gaussians a distance $|d|$ apart overlap by $e^{-d^2/8\sigma^2}=0.8622$, so $T_\phi=0.50\times0.8622=0.4311$.

Gauss--Legendre quadrature of the principal value and a root search give $E_r=F(E_r)=2.28$ cm$^{-1}$. There $V_E=1.8487$ (cm$^{-1}$)$^{1/2}$ and $T_E=0.03186$ (cm$^{-1}$)$^{-1/2}$, so
\begin{equation}
\Gamma=2\pi(1.8487)^2=21.5\ \mathrm{cm}^{-1},\qquad
\pi V_ET_E=0.1850 .
\end{equation}
The direct part of $q$ is $0.4311/0.1850=2.33$. The principal-value part, by quadrature, lowers it to $q=2.15$. The width is about a tenth of the vibrational spacing.

The matrix uses $\delta=2.5$ cm$^{-1}$ from $-2500$ to $2500$ cm$^{-1}$: 2000 continuum states and the level. A cubic spline through the index as a function of the eigenvalue supplies $dn/dE$, and another interpolates $R$ between eigenvalues. In the table $\epsilon$ is the fixed-parameter variable.

\begin{center}
\begin{tabular}{rrrr}
$\epsilon$ & $E$/cm$^{-1}$ & $R$, matrix & $R$, fixed $q$\\
$-5.00$ & $-51.4$ & 0.284 & 0.312\\
$-2.15$ & $-20.8$ & 0.001 & 0.000\\
$-1.00$ & $-8.5$ & 0.729 & 0.665\\
0.00 & 2.3 & 4.637 & 4.637\\
0.46 & 7.3 & 5.652 & 5.637\\
1.00 & 13.0 & 5.038 & 4.972\\
5.00 & 56.0 & 1.977 & 1.968
\end{tabular}
\end{center}

For $|\epsilon|\le5$ the fixed-$q$ profile departs from the energy-dependent one by at most 1.3\% of the peak $1+q^2=5.64$, though where $R$ is small the local departure is larger: about 10\% at $\epsilon=-5$, 30\% at $\epsilon=-3$, and more near the zero. With half the coupling the departure is 0.5\% of the corresponding peak. These figures refer to the ratio $R$. At the full coupling the background $T_E^2$ runs from 0.86 to 1.13 of its central value over the same range, so the spectrum itself departs more from the fixed shape. The matrix puts the zero at $-21.8$ cm$^{-1}$; fixed parameters put it at $-20.8$ cm$^{-1}$.

Within 150 cm$^{-1}$ of $E_\phi$, the largest difference between the matrix and (\ref{fano}) with energy-dependent parameters is $5\times10^{-3}$, $3\times10^{-4}$ and $2\times10^{-5}$ of the peak for $\delta=10$, 5 and 2.5 cm$^{-1}$. These differences are the error of the spline derivative, not of (\ref{sum}), and they change by up to a factor of two when the mesh is shifted by a fraction of $\delta$. With $dn/dE$ taken from (\ref{dn}) they fall below $10^{-9}$ at all three spacings, because $V_E$ and $T_E$ vary on a scale of hundreds of cm$^{-1}$. With the bare spacing in place of the level density the differences are 0.18, 0.12 and 0.06.

The lifetime is $\hbar/\Gamma=0.247$ ps. The survival probability summed from the matrix eigenstates falls from 0.380 after one lifetime to 0.048 after three, which corresponds to a width of 22.1 cm$^{-1}$, 3\% above $\Gamma$. The largest excess level density at the eigenvalues is 0.072, against 0.074 from (\ref{excess}). At $\epsilon=0$ one has $d\epsilon/dE=2(1-F')/\Gamma$, so by (\ref{dn}) a slope $F'$ multiplies the excess by $1-F'$, while by Remark 3 it divides the width by $1-F'$. A central difference of $F$ at $E_r$ gives $F'=0.030$. The corrected width is then $\Gamma/(1-F')=22.1$ cm$^{-1}$ and the corrected excess is $0.0741\,(1-F')=0.0719$, so the slope of the level shift accounts for both differences. The factor $(1-F')^{-2}=1.06$ of Remark 3 is why the survival after one lifetime exceeds $e^{-1}=0.368$: it gives $1.06\,e^{-1/(1-F')}=0.379$.

Numerical values quoted here were computed with a short program.
